# The density–potential integral in LAPW: lattice harmonics and stars

## The result

Let a crystal cell of volume $\Omega$ be divided into non-overlapping atomic spheres and the interstitial region $I$ between them. For a density $\rho$ and a local potential $V$, both real and both with the full symmetry of the crystal,

$$
\int_\Omega \rho V\,d^3r=\sum_\alpha N_\alpha\sum_\nu\int_0^{R_\alpha}\rho^\alpha_\nu(r)V^\alpha_\nu(r)\,r^2dr+\Omega\sum_s m_s\,\rho_s^*\,(\Theta V)_s .\tag{1}
$$

Here $N_\alpha$ is the number of equivalent atoms of type $\alpha$ in the cell and $R_\alpha$ is their sphere radius. The functions $\rho_\nu^\alpha,V_\nu^\alpha$ are radial components on lattice harmonics. A star $s$ is a set of $m_s$ reciprocal-lattice vectors related by the point group, and $\rho_s$ is the plane-wave coefficient of one chosen member $G_s$. The step function $\Theta$ is 1 in $I$ and 0 in the spheres.

The integral enters the total energy through the kinetic energy. Multiply the Kohn–Sham equation $(-\tfrac12\nabla^2+V)\psi_i=\varepsilon_i\psi_i$ by $n_i\psi_i^*$, integrate, and sum over occupied states. Since $\rho=\sum_i n_i|\psi_i|^2$ and $V$ is local,

$$
T_s=\sum_i n_i\varepsilon_i-\int_\Omega\rho V\,d^3r .
$$

Hartree atomic units are used, and all quantities are per cell. With collinear spin the integral is taken for each spin and the two are added. A constant shift $V\to V+c$ changes both terms on the right by $c$ times the electron number, so $T_s$ is unchanged, provided the integral is evaluated consistently.

## Conventions

**Spheres.** Lattice harmonics $K_\nu(\hat x)$ are real combinations of spherical harmonics of one $l$ that are invariant under the site's point group. They satisfy $\int K_\nu K_{\nu'}\,d\hat x=\delta_{\nu\nu'}$. For atom $a$ at $\tau_a$, with a local frame given by an orthogonal matrix $Q_a$,

$$
f(\tau_a+Q_ax)=\sum_\nu f_\nu(r)K_\nu(\hat x),\qquad r=|x|,\quad f=\rho,V .
$$

Let the symmetry operation $r\to Rr+t$ carry atom 1 of a type to atom $a$, so that $R\tau_1+t=\tau_a$ up to a lattice vector. Choose $Q_1=1$ and $Q_a=R$. Then

$$
f(\tau_a+Rx)=f\big(R(\tau_1+x)+t\big)=f(\tau_1+x),
$$

and equivalent atoms share the same radial functions. This is the origin of $N_\alpha$ in (1).

**Interstitial.** Both functions are written as $f(r)=\sum_G f_Ge^{iG\cdot r}$. The series has to represent $f$ in $I$; its continuation into the spheres may differ from the true function there. The continuation is chosen symmetric, $f(Rr+t)=f(r)$. Inserting the series gives

$$
\sum_G f_Ge^{iG\cdot t}e^{i(R^{-1}G)\cdot r}=\sum_G f_Ge^{iG\cdot r},
$$

because $G\cdot Rr=(R^{-1}G)\cdot r$ for orthogonal $R$. Comparing the coefficients of $e^{i(R^{-1}G)\cdot r}$ gives the phase law

$$
f_{R^{-1}G}=e^{iG\cdot t}f_G .\tag{2}
$$

Starting from $G_s$, every member of the star therefore has $f_G=\varphi_Gf_s$, where $\varphi_G=e^{iG_s\cdot t}$ has modulus one and $\varphi_{G_s}=1$. If two operations lead to the same $G$ with different phases, (2) can hold only for $f_s=0$. Such a star is extinct and is left out.

## First derivation: finite sums integrated term by term

Suppose that all expansions are finite, with $|G|\le G_{\max}$ for both interstitial series. Sums and integrals may then be exchanged freely.

In one sphere, the substitution $r=\tau_a+Q_ax$ preserves volume, so

$$
\int_{\text{sphere}}\rho V\,d^3r=\sum_{\nu\nu'}\int_0^{R_\alpha}\rho_\nu V_{\nu'}r^2dr\int K_\nu K_{\nu'}d\hat x=\sum_\nu\int_0^{R_\alpha}\rho_\nu V_\nu r^2dr .
$$

Summing over equivalent atoms gives the first part of (1). The nuclear term causes no difficulty. Since $K_0=1/\sqrt{4\pi}$, the potential $-Z/r$ has the component $V_0=-\sqrt{4\pi}\,Z/r$, and $r^2\rho_0V_0$ vanishes as $r\to0$ for a finite density.

In the interstitial, use the reality of the density to write $\rho=\rho^*=\sum_G\rho_G^*e^{-iG\cdot r}$. Then

$$
\int_I\rho V\,d^3r=\sum_{GG'}\rho_G^*V_{G'}\int_Ie^{-i(G-G')\cdot r}d^3r=\Omega\sum_{GG'}\rho_G^*\,\Theta_{G-G'}V_{G'},\tag{3}
$$

with $\Theta_q=\Omega^{-1}\int_Ie^{-iq\cdot r}d^3r$. This integral is the one over the cell minus those over the spheres. The cell gives $\Omega\delta_{q0}$. Shifting the origin to the centre of a sphere of radius $R_a$ produces the factor $e^{-iq\cdot\tau_a}$ times

$$
\begin{aligned}
\int_{|x|<R_a}e^{-iq\cdot x}d^3x
&=2\pi\int_0^{R_a}r^2dr\int_{-1}^{1}e^{-iqru}du
=\frac{4\pi}{q}\int_0^{R_a}r\sin(qr)\,dr\\
&=\frac{4\pi}{q}\left[-\frac{R_a\cos qR_a}{q}+\frac{\sin qR_a}{q^2}\right]
=4\pi R_a^3\,\frac{j_1(qR_a)}{qR_a},
\end{aligned}
$$

where $j_1(x)=(\sin x-x\cos x)/x^2$. Hence

$$
\Theta_q=\delta_{q0}-\sum_a\frac{4\pi R_a^3}{\Omega}\frac{j_1(qR_a)}{qR_a}e^{-iq\cdot\tau_a}.\tag{4}
$$

For small $x$, $\sin x-x\cos x\to x^3/3$, so $j_1(x)/x\to1/3$. Thus $\Theta_0$ is the interstitial volume fraction, as it must be.

Define the coefficient of the weighted potential by

$$
(\Theta V)_G=\sum_{G'}\Theta_{G-G'}V_{G'} .\tag{5}
$$

Equation (3) becomes $\Omega\sum_G\rho_G^*(\Theta V)_G$, still a sum over all vectors. To reduce it to stars we need the phase law for $\Theta V$. Symmetry operations map the set of spheres onto itself, so $I$ is invariant. With $r'=Rr+t$,

$$
\Theta_{R^{-1}q}=\frac1\Omega\int_Ie^{-iq\cdot Rr}d^3r=\frac1\Omega\int_Ie^{-iq\cdot(r'-t)}d^3r'=e^{iq\cdot t}\Theta_q .
$$

The cutoff $|G'|\le G_{\max}$ contains complete stars, so the summation vector in (5) may be renamed $G'=R^{-1}G''$:

$$
\begin{aligned}
(\Theta V)_{R^{-1}G}&=\sum_{G''}\Theta_{R^{-1}(G-G'')}V_{R^{-1}G''}\\
&=\sum_{G''}e^{i(G-G'')\cdot t}\Theta_{G-G''}\,e^{iG''\cdot t}V_{G''}
=e^{iG\cdot t}(\Theta V)_G .
\end{aligned}
$$

The weighted potential therefore has the same phases as the density, and within a star

$$
\rho_G^*(\Theta V)_G=\varphi_G^*\varphi_G\,\rho_s^*(\Theta V)_s=\rho_s^*(\Theta V)_s .
$$

The $m_s$ members contribute equally. This gives $\Omega\sum_sm_s\rho_s^*(\Theta V)_s$ and completes (1).

Two consequences concern the cutoff. The product $\Theta V$ has infinitely many plane-wave components, because $\Theta$ is discontinuous. Nevertheless, only those with $|G|\le G_{\max}$ meet a nonzero $\rho_G$. In (5), moreover, $|G-G'|\le2G_{\max}$. Coefficients of $\Theta$ up to $2G_{\max}$ thus give the exact interstitial integral of the two truncated functions. What remains is the error of representing the true $\rho$ and $V$ by truncated functions.

## Second derivation: orthogonal symmetric functions

The second route does not insert a plane-wave series for $V$. It treats $\rho$ and $\Theta V$ as square-integrable symmetric functions and expands each in a basis of such functions.

Let $N$ be the number of symmetry operations, not counting lattice translations separately. Define the star function

$$
\Phi_s(r)=\frac1N\sum_{\{R|t\}}e^{iG_s\cdot(Rr+t)} .\tag{6}
$$

Each term is a plane wave with vector $G=R^{-1}G_s$. We must count how often each member occurs, and with what phase. Let $\{R_0|t_0\}$ lead to $G$, and let $\{S|u\}$ be an operation with $SG_s=G_s$. Their product has rotation $SR_0$ and translation $St_0+u$. It also leads to $G$, since $R_0^{-1}S^{-1}G_s=G$, and every operation that leads to $G$ has this form. Its phase follows from

$$
G_s\cdot(St_0+u)=(S^{-1}G_s)\cdot t_0+G_s\cdot u=G_s\cdot t_0+G_s\cdot u ,
$$

so it is the phase of $\{R_0|t_0\}$ times $\chi_S=e^{iG_s\cdot u}$. The same count, that of the operations $S$, applies to every member; it is $N/m_s$.

Taking $R_0$ itself among the operations that fix $G_s$ shows that their phases multiply: $\chi_{SS'}=\chi_S\chi_{S'}$. If some $\chi_{S'}\ne1$, then $\chi_{S'}\sum_S\chi_S=\sum_S\chi_S$, because multiplication by $S'$ only reorders the group. The sum is then zero and $\Phi_s=0$, which is an extinct star. If all $\chi_S=1$, the sum is $N/m_s$, and

$$
\Phi_s(r)=\frac1{m_s}\sum_{G\in s}\varphi_Ge^{iG\cdot r}.
$$

Different stars share no plane wave. Orthogonality of plane waves then gives

$$
\int_\Omega\Phi_s^*\Phi_{s'}\,d^3r=\delta_{ss'}\frac{\Omega}{m_s^2}\sum_{G\in s}|\varphi_G|^2=\delta_{ss'}\frac{\Omega}{m_s}.\tag{7}
$$

These functions are complete for symmetric periodic functions. Averaging such a function over the group leaves it unchanged, while averaging any one of its plane waves gives a multiple of the corresponding $\Phi_s$. Thus $f=\sum_sC_s[f]\Phi_s$. To find $C_s$, project and substitute $r'=Rr+t$ in every term of (6):

$$
\int_\Omega\Phi_s^*f\,d^3r=\frac1N\sum_{\{R|t\}}\int_\Omega e^{-iG_s\cdot r'}f(r')\,d^3r'=\Omega f_s .
$$

By (7) the left side is also $C_s\Omega/m_s$. Therefore

$$
C_s[f]=m_sf_s .\tag{8}
$$

Now $\Theta V$ is symmetric, and it is square integrable when $V$ is bounded in $I$. Its series converges in the mean-square sense, which suffices for an inner product to be taken term by term. Hence

$$
\int_I\rho V\,d^3r=\int_\Omega\rho^*(\Theta V)\,d^3r=\Omega\sum_s\frac{C_s[\rho]^*\,C_s[\Theta V]}{m_s}=\Omega\sum_sm_s\rho_s^*(\Theta V)_s .\tag{9}
$$

The last step uses (8) twice: two factors $m_s$ from the coefficients and one factor $1/m_s$ from the norm. The multiplicity therefore appears as $m_s$ when coefficients belong to single plane waves, and as $1/m_s$ when they multiply the star averages $\Phi_s$, whose squared norm is $\Omega/m_s$. A program that stores $C_s$ must use the second form.

The same argument works in the spheres. At each radius, $\rho$ and $V$ are functions on a spherical surface with the site symmetry. The lattice harmonics form a complete orthonormal set for them, so

$$
\int\rho V\,d\hat x=\sum_\nu\rho_\nu(r)V_\nu(r).
$$

Multiplication by $r^2$, integration over $r$ and summation over atoms again give the first part of (1).

## What each derivation assumes

Both derivations use a real density, a local potential, common symmetry and non-overlapping spheres. The reality of $V$ is not needed for (1) itself; it makes the result real. If two spheres overlapped, the first part of (1) would count the common volume twice, and (4) would subtract it twice. With $\tilde\rho,\tilde V$ denoting the plane-wave series, that volume would then contribute the integral of $2\rho V+\tilde\rho\tilde V-2\tilde\rho\tilde V=2\rho V-\tilde\rho\tilde V$ instead of $\rho V$. The error is the integral of $\rho V-\tilde\rho\tilde V$ over the common volume, and it vanishes if the series represent the true functions there.

The first derivation assumes finite sums, and for (4) it assumes spherical atomic regions. In return it supplies a computable rule, equation (5), and shows which coefficients of $\Theta$ are needed. It makes no appeal to completeness.

The second assumes square integrability and completeness, but no cutoff. It also leaves open how $(\Theta V)_s=\Omega^{-1}\int_Ie^{-iG_s\cdot r}V\,d^3r$ is obtained. The potential could be given on points in $I$, without a continuation into the spheres, and $I$ could have any shape compatible with the symmetry. Equation (9) would still hold, whereas (4) would have to be replaced.

The symmetry condition can be relaxed for one factor. If $\rho$ is symmetric but $V$ is not, a star contributes $\Omega\rho_s^*\sum_{G\in s}\varphi_G^*(\Theta V)_G$. The representative alone no longer suffices; its coefficient must be replaced by the average of $\varphi_G^*(\Theta V)_G$ over the star. In the spheres, only the projections $V_\nu(r)=\int K_\nu(\hat x)V(\tau_a+Q_ax)\,d\hat x$ meet a component of $\rho$, but they now differ from atom to atom, so $V^\alpha_\nu$ in (1) must be replaced by their average over the $N_\alpha$ equivalent atoms.

Two limits connect (1) with simpler formulas. For vanishing spheres $\Theta_q\to\delta_{q0}$, and the star sum becomes the ordinary plane-wave expression $\Omega\sum_sm_s\rho_s^*V_s$. For $V=1$, the only radial component is $V_0=\sqrt{4\pi}$ and $(\Theta V)_s=\Theta_s$, so (1) counts electrons.

## Evaluation by fast Fourier transform

The convolution (5) can be done as a product on a real-space grid. Let $h_i$ be the integer components of $G$ in the primitive reciprocal basis, with $|h_i|\le n$ for $V$. Supply $\Theta$ from (4) for $|h_i|\le2n$. The product has indices up to $3n$. On a grid of $M$ points per direction, index $3n$ is indistinguishable from $3n-M$. It stays outside the needed range if $3n-M<-n$, that is $M>4n$. A grid with $M=4n+1$ therefore gives the required coefficients without aliasing. Setting $\Theta$ to 0 or 1 at the grid points is a different procedure: it replaces the integral over $I$ by a sum over points with a jagged boundary.

## Worked example

Take a model crystal with the diamond structure, cube edge $a=10$ bohr, $\Omega=250$ bohr³ and the origin on an atom. The two atoms have spheres of radius 2 bohr, smaller than half their distance $\sqrt3a/4=4.33$ bohr. Equation (4) gives

$$
\Theta_0=1-\frac{2}{250}\,\frac{4\pi}{3}\,2^3=0.7319 .
$$

The density is a sum of normalized Gaussians: two core electrons per atom with exponent 6 bohr⁻², two further electrons per atom and one per bond with exponent 0.5 bohr⁻². The potential is a sum of terms $-Ze^{-6r^2}/r$ with $Z=6$ and wells $-e^{-0.4r^2}$ on the atoms, and wells $-0.3e^{-0.5r^2}$ on the bonds (hartree, with $r$ in bohr from each centre). It is not self-consistent. The terms with exponent 6 are left out of the plane-wave series, since $e^{-24}\approx4\times10^{-11}$ at the sphere surface.

The contributions in one sphere are $-21.14577$ hartree from $l=0$, $-0.02057$ from $l=3$, $-0.00196$ from $l=4$ and $-0.00006$ from $l=6$. Up to $l=11$ they sum to $-21.168370$ hartree. The $l=3$ term is allowed because its harmonic, proportional to $xyz/r^3$, is unchanged by the site's operations, which permute the coordinates and reverse an even number of them. An inversion centre at the site would forbid it, as it forbids every odd $l$. Keeping $l=0$ alone would put the total in error by $0.045$ hartree.

For the interstitial, $G_{\max}=6$ bohr⁻¹ gives 941 vectors in 36 allowed and 5 extinct stars. Label vectors by cubic indices in units of $2\pi/a$. The 24 operations that carry the atom at the origin to the other atom have $t=(a/4)(1,1,1)$. One of them reverses $z$ alone and leaves (200) fixed, with phase $e^{i2\pi\cdot2/4}=-1$. The identity gives $+1$, so (200) is extinct.

The leading terms follow directly from (1), in hartree:

$$
\begin{aligned}
(000):&\quad250\cdot1\cdot0.032000\cdot(-0.096245)=-0.7700,\\
(111):&\quad250\cdot8\cdot0.007554(1-i)\cdot(-0.005741)(1+i)=-0.1735,\\
(220):&\quad250\cdot12\cdot0.003298\cdot0.017774=0.1759 .
\end{aligned}
$$

The (111) line shows why conjugation matters: $(1-i)(1+i)=2$, whereas $(1+i)^2=2i$ has no real part. Omitting the conjugation changes the real part of the whole star sum from $-0.7642$ to $-0.5966$ hartree.

Each star term is real here because the point group contains inversion. Then $-G$ lies in the star of $G$. For real functions its term is the complex conjugate of that of $G$, yet the two terms are equal. Without inversion, complex terms from opposite stars combine to a real sum.

The (400) coefficient of the interstitial density series, which omits the core terms, is zero for a reason specific to this model. The two atoms each contribute their two electrons of exponent 0.5 with phase 1, and the four bond electrons have phase $-1$ and the same Gaussian exponent.

Adding spheres and interstitial,

$$
2(-21.16837026)-0.76415111=-43.10089163\ \text{hartree}=-1172.835\ \text{eV}.
$$

A closed-form lattice sum of Gaussian integrals, which uses neither spheres nor stars, differs from this by $6\times10^{-9}$ hartree; the numerical check asserts agreement to within $10^{-7}$ hartree.

The error of the formula can be separated from the error of its truncated input. With $G_{\max}=3$ bohr⁻¹ the total is wrong by $0.011$ hartree relative to the lattice sum. Yet the star formula and direct quadrature of the same truncated functions both give $-0.7533703941$ hartree for the interstitial. The formula is exact for its input; the input is too coarse. The error is $-0.043$ hartree at $G_{\max}=2$ bohr⁻¹ and positive at 3, so in this example it does not approach zero from one side.

Leaving out the multiplicities gives $-0.7772$ instead of $-0.7642$ hartree. This error of $0.013$ hartree is modest because the large (111) and (220) terms nearly cancel when correctly weighted, and their unweighted values are small. The contribution of all stars beyond (000) is nevertheless changed from $+0.0058$ to $-0.0073$ hartree, so even its sign is wrong.

For the transform, $n=6$ and the rule $M=4n+1$ give 25 points per direction, and the result agrees with the convolution to rounding error. On the same grid, a step function sampled as 0 or 1 gives a value that depends on the 30 grid points lying exactly on the sphere of the atom at the origin: $-0.7647$ hartree if they are counted as outside and $-0.7567$ hartree if they are counted as inside, errors of $-0.0005$ and $+0.0075$ hartree. With $V=1$, the formula gives $2(4.519315)+2.961369=12.00000$ electrons, the number put into the cell.

## Computed values

```
cube edge 10.0 bohr, sphere radius 2.0 bohr, Z 6
cell volume 250.0 bohr^3, Gmax 6.0 1/bohr
nuclear screening exponent 6.0 1/bohr^2
electrons: core 2/atom, site 2/atom, bond 1/bond
density exponents: core 6.0, site and bond 0.5 1/bohr^2
atom well: depth 1.0 hartree, exponent 0.4 1/bohr^2
bond well: depth 0.3 hartree, exponent 0.5 1/bohr^2
interstitial volume fraction 0.731917
G vectors 941, allowed stars 36, extinct stars 5
first extinct star (hkl): 2 0 0
sphere terms per atom (hartree):
  l= 0  -21.14577024
  l= 3  -2.057e-02
  l= 4  -1.964e-03
  l= 6  -5.881e-05
  l= 7  -6.362e-06
  l= 8  -8.905e-08
  l= 9  -3.866e-08
  l=10  -5.970e-09
  l=11  -1.956e-10
sphere sum per atom -21.16837026 hartree
sphere direct quadrature -21.16837026 hartree
star hkl, m, rho_s (1/bohr^3), (Theta V)_s (hartree), term (hartree):
  000  1 0.032000+0.000000j -0.096245-0.000000j -0.769957
  111  8 0.007554+0.007554j -0.005741-0.005741j -0.173458
  220 12 0.003298+0.000000j 0.017774+0.000000j  0.175878
  311 24 0.000267-0.000267j 0.006509-0.006509j  0.020870
  222  8 0.000000+0.001498j 0.000000-0.001407j -0.004213
  400  6 -0.000000+0.000000j -0.000117-0.000000j  0.000000
  331 24 0.000321+0.000321j -0.001377-0.001377j -0.005306
interstitial sum -0.76415111 hartree
total from dual basis -43.10089163 hartree
closed-form lattice sum -43.10089163 hartree
total in eV -1172.8350 eV
error of total against highest l kept (hartree):
  l<= 0   4.52e-02
  l<= 3   4.06e-03
  l<= 4   1.31e-04
  l<= 6   1.30e-05
  l<=11   5.93e-09
error of total against Gmax (hartree):
  Gmax=2.0 1/bohr  -4.31e-02
  Gmax=3.0 1/bohr   1.08e-02
  Gmax=4.0 1/bohr  -3.43e-05
  Gmax=5.0 1/bohr  -1.18e-06
  Gmax=6.0 1/bohr   5.93e-09
Gmax=3 interstitial: stars -0.7533703941 hartree
Gmax=3 interstitial: quadrature -0.7533703941 hartree
electrons: sphere 4.519315, interstitial 2.961369
electrons in cell 12.000000
FFT: n 6, points per direction 25
FFT against convolution, largest difference 1e-16 hartree
interstitial, sharply sampled step -0.762966 hartree
interstitial, multiplicities omitted -0.777229 hartree
interstitial, conjugation omitted -0.596565 hartree
```
